# Stiffness and free energy of a step, compared with an Ising wall: test program

```python
"""
Result under test: a step on a square lattice (spacing a), with energy eps per
unit of edge and independent integer kinks n of weight exp(-eps*|n|/kT), has
    stiffness    = (2kT/a) sinh^2(eps/2kT)
    free energy  = [eps + kT ln tanh(eps/2kT)]/a .
With eps = 2J the free energy equals the exact Ising wall tension below Tc,
while the exact Ising stiffness is smaller by (kT/a)[coth(2J/kT) - 1].
Symbols: K = J/kT, q = exp(-2K), gamma(k) = wall free energy per row over kT
at wave number k. Energies are in eV, lengths in nm, temperatures in K.
The Ising side is obtained by diagonalizing transfer matrices of spin rings;
the step side by explicit sums and by counting weighted paths.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigvalsh
from scipy.optimize import brentq

k_B = constants.k / constants.e
a = 0.25
eps = 0.100
J = eps / 2
T_main = 600.0
kinks = np.arange(-200, 201)


def kink_sums(T):
    """Column partition sum and mean-square kink from explicit sums."""
    weights = np.exp(-eps * np.abs(kinks) / (k_B * T))
    Z = weights.sum()
    return Z, (kinks**2 * weights).sum() / Z


def tsk_free_energy(T):
    return (eps - k_B * T * np.log(kink_sums(T)[0])) / a


def onsager_tension(T):
    return (2 * J + k_B * T * np.log(np.tanh(J / (k_B * T)))) / a


def tsk_stiffness(T):
    return 2 * k_B * T / a * np.sinh(eps / (2 * k_B * T))**2


def ising_stiffness(T):
    excess = 1 / np.tanh(2 * J / (k_B * T)) - 1
    return tsk_stiffness(T) - k_B * T / a * excess


def ring_eigenvalues(K, M, seam):
    """Transfer-matrix spectrum; seam = -1 makes the ring antiperiodic."""
    states = np.arange(2**M)
    spins = 1.0 - 2.0 * ((states[:, None] >> np.arange(M)) & 1)
    right = np.roll(spins, -1, axis=1)
    right[:, -1] *= seam
    half_row = np.exp(0.5 * K * np.sum(spins * right, axis=1))
    matrix = half_row[:, None] * np.exp(K * (spins @ spins.T)) * half_row
    return eigvalsh(matrix)[::-1]


def wall_levels(K, M):
    """Lowest 2M wall free energies per row, in units of kT."""
    periodic = ring_eigenvalues(K, M, 1)
    antiperiodic = ring_eigenvalues(K, M, -1)
    return -np.log(antiperiodic[:2 * M] / periodic[0])


def gamma(K, k):
    return np.arccosh(np.cosh(2 * K) / np.tanh(2 * K) - np.cos(k))


# Explicit kink sums against the closed forms
for T in (300.0, 600.0, 900.0, 1200.0):
    Z, n2 = kink_sums(T)
    assert abs(n2 * 2 * np.sinh(eps / (2 * k_B * T))**2 - 1) < 1e-10
    assert abs(tsk_free_energy(T) - onsager_tension(T)) < 1e-12

# Count weighted paths of 400 and 800 columns, resolved by end displacement
kT = k_B * T_main
K_main = J / kT
q = np.exp(-2 * K_main)
N = 400
reach = 600
kernel = q**np.abs(np.arange(-40, 41))
paths = np.zeros(2 * reach + 1)
paths[reach] = 1.0
for column in range(1, 2 * N + 1):
    paths = np.convolve(paths, kernel, mode="same")
    if column == N:
        paths_N = paths.copy()
paths_2N = paths
displacement = np.arange(-reach, reach + 1)
variance = (displacement**2 * paths_N).sum() / paths_N.sum() * a**2
length = N * a
assert abs(variance * tsk_stiffness(T_main) / (kT * length) - 1) < 1e-8


def counted_tension(d):
    """Tilt angle and free energy per true length, times a/kT."""
    f = 2 * K_main - np.log(paths_2N[reach + 2 * d] / paths_N[reach + d]) / N
    theta = np.arctan(d / N)
    return theta, f * np.cos(theta)


beta_0 = counted_tension(0)[1]
estimates = []
for d in (10, 20):
    theta, beta_plus = counted_tension(d)
    beta_minus = counted_tension(-d)[1]
    second = (beta_plus + beta_minus - 2 * beta_0) / theta**2
    estimates.append((theta**2, beta_0 + second))
(t1, m1), (t2, m2) = estimates
counted_stiffness = (t2 * m1 - t1 * m2) / (t2 - t1) * kT / a
# Remaining errors: fourth order in tilt and second order in 1/N
assert abs(counted_stiffness / tsk_stiffness(T_main) - 1) < 1e-3

# Ising wall band from diagonalization against the dispersion relation
M = 10
j = np.arange(2 * M)
for T in (T_main, 900.0):
    K = J / (k_B * T)
    band = gamma(K, np.pi * j / M)
    vacuum_shift = 0.5 * (band[1::2].sum() - band[0::2].sum())
    predicted = np.sort(band + np.where(j % 2 == 0, vacuum_shift, 0.0))
    assert np.max(np.abs(predicted - wall_levels(K, M))) < 1e-9

# Tension and stiffness read off the numerical band alone
levels = wall_levels(K_main, M)
ring_tension = levels[0] * kT / a
assert abs(ring_tension - tsk_free_energy(T_main)) < 1e-5
half_band = np.concatenate(([levels[0]],
                            levels[1:-1].reshape(-1, 2).mean(axis=1),
                            [levels[-1]]))
full_band = np.concatenate((half_band, half_band[-2:0:-1]))
harmonics = np.fft.fft(full_band).real / (2 * M)
order = np.fft.fftfreq(2 * M, 1 / (2 * M))
band_curvature = -np.sum(order**2 * harmonics)
ring_stiffness = kT / (a * band_curvature)
# Finite-ring shifts of order exp(-M*gamma(0)) limit the agreement
assert abs(ring_stiffness / ising_stiffness(T_main) - 1) < 1e-3
assert abs(ring_stiffness / tsk_stiffness(T_main) - 1) > 5e-3

# Critical temperature: zero of the step free energy, closed form, and
# crossing of the scaled wall free energies of two rings
T_c = 2 * J / (k_B * np.arcsinh(1.0))
T_zero = brentq(tsk_free_energy, 800.0, 1800.0, xtol=1e-9)
assert abs(T_zero - T_c) < 1e-5


def scaled_difference(K):
    return 8 * wall_levels(K, 8)[0] - 6 * wall_levels(K, 6)[0]


K_cross = brentq(scaled_difference, 0.40, 0.48, xtol=1e-7)
T_cross = J / (k_B * K_cross)
# The crossing of small rings is shifted by a power of 1/M
assert abs(T_cross / T_c - 1) < 0.01
tsk_left = tsk_stiffness(T_c) * a / (k_B * T_c)
assert abs(tsk_left - (np.sqrt(2) - 1)) < 1e-12
assert abs(ising_stiffness(T_c)) < 1e-12
T_near = 0.999 * T_c
isotropy = ising_stiffness(T_near) / onsager_tension(T_near)
tsk_ratio = tsk_stiffness(T_near) / tsk_free_energy(T_near)
assert abs(isotropy - 1) < 1e-3 and tsk_ratio > 10

# Above Tc the wall free energy decays with ring size
T_hot = 2000.0
K_hot = J / (k_B * T_hot)
hot_6 = wall_levels(K_hot, 6)[0] * k_B * T_hot / a
hot_10 = wall_levels(K_hot, 10)[0] * k_B * T_hot / a
assert 0 < hot_10 < 0.3 * hot_6
assert tsk_free_energy(T_hot) < 0

to_pN = constants.e / 1e-9 * 1e12
Z, n2 = kink_sums(T_main)
print(f"lattice spacing a = {a:.2f} nm")
print(f"edge energy eps = {eps:.3f} eV, J = {J:.3f} eV")
print(f"main temperature = {T_main:.0f} K")
print(f"kT = {kT:.6f} eV")
print(f"K = J/kT = {K_main:.5f}")
print(f"q = exp(-eps/kT) = {q:.5f}")
print(f"column sum Z = {Z:.5f}")
print(f"mean-square kink <n^2> = {n2:.5f}")
print(f"straight-step energy eps/a = {eps / a:.4f} eV/nm")
print(f"TSK free energy = {tsk_free_energy(T_main):.5f} eV/nm")
print(f"Onsager tension = {onsager_tension(T_main):.5f} eV/nm")
print(f"tension from 10-spin ring = {ring_tension:.5f} eV/nm")
print(f"TSK stiffness = {tsk_stiffness(T_main):.5f} eV/nm")
print(f"TSK stiffness = {tsk_stiffness(T_main) * to_pN:.2f} pN")
print(f"stiffness from path counting = {counted_stiffness:.5f} eV/nm")
print(f"Ising stiffness = {ising_stiffness(T_main):.5f} eV/nm")
print(f"Ising stiffness from ring = {ring_stiffness:.5f} eV/nm")
excess_percent = 100 * (tsk_stiffness(T_main) / ising_stiffness(T_main) - 1)
print(f"TSK stiffness excess over Ising = {excess_percent:.2f} %")
print(f"rms wandering over {length:.0f} nm = {np.sqrt(variance):.3f} nm")
print(f"Tc = {T_c:.2f} K")
print(f"Tc estimate from rings of 6 and 8 = {T_cross:.2f} K")
print("T (K), T/Tc, free energy, TSK stiffness, Ising stiffness (eV/nm)")
for T in (300.0, 600.0, 900.0, 1200.0, T_c):
    row = [round(float(x), 5) + 0.0 for x in
           (tsk_free_energy(T), tsk_stiffness(T), ising_stiffness(T))]
    print(f"{T:8.2f} {T / T_c:7.4f} {row[0]:9.5f} {row[1]:9.5f} {row[2]:9.5f}")
print(f"TSK stiffness at Tc in units of kTc/a = {tsk_left:.5f}")
print(f"Ising stiffness/tension at 0.999 Tc = {isotropy:.6f}")
print(f"TSK stiffness/free energy at 0.999 Tc = {tsk_ratio:.1f}")
print(f"TSK free energy at {T_hot:.0f} K = {tsk_free_energy(T_hot):.5f} eV/nm")
print(f"Ising wall, ring of 6, {T_hot:.0f} K = {hot_6:.6f} eV/nm")
print(f"Ising wall, ring of 10, {T_hot:.0f} K = {hot_10:.6f} eV/nm")
print("finished without a failed check")
```

Output:

```
lattice spacing a = 0.25 nm
edge energy eps = 0.100 eV, J = 0.050 eV
main temperature = 600 K
kT = 0.051704 eV
K = J/kT = 0.96704
q = exp(-eps/kT) = 0.14456
column sum Z = 1.33797
mean-square kink <n^2> = 0.39508
straight-step energy eps/a = 0.4000 eV/nm
TSK free energy = 0.33979 eV/nm
Onsager tension = 0.33979 eV/nm
tension from 10-spin ring = 0.33979 eV/nm
TSK stiffness = 0.52348 eV/nm
TSK stiffness = 83.87 pN
stiffness from path counting = 0.52346 eV/nm
Ising stiffness = 0.51465 eV/nm
Ising stiffness from ring = 0.51465 eV/nm
TSK stiffness excess over Ising = 1.72 %
rms wandering over 100 nm = 3.143 nm
Tc = 1316.64 K
Tc estimate from rings of 6 and 8 = 1313.31 K
T (K), T/Tc, free energy, TSK stiffness, Ising stiffness (eV/nm)
  300.00  0.2279   0.39568   2.37196   2.37187
  600.00  0.4557   0.33979   0.52348   0.51465
  900.00  0.6836   0.22457   0.29565   0.24471
 1200.00  0.9114   0.06885   0.20896   0.06916
 1316.64  1.0000   0.00000   0.18799   0.00000
TSK stiffness at Tc in units of kTc/a = 0.41421
Ising stiffness/tension at 0.999 Tc = 1.000001
TSK stiffness/free energy at 0.999 Tc = 235.3
TSK free energy at 2000 K = -0.47208 eV/nm
Ising wall, ring of 6, 2000 K = 0.003611 eV/nm
Ising wall, ring of 10, 2000 K = 0.000171 eV/nm
finished without a failed check
```
